# Radical Walks and Methyl Loss in Porous Dielectrics: The Continuum Limit

## Definitions and conventions

A porous low-permittivity film is represented by a cubic lattice of voxels with edge $a$, each either pore or solid. Depth $z$ is measured downward from the film surface, and voxel centres lie at $z=a/2,3a/2,\ldots$. In the equations lengths are in units of $a$ and times in hop steps. The sides are periodic and the floor is inert. Only pores connected to the top surface take part; their volume fraction is $\phi$.

A radical in pore voxel $i$ picks one of the six directions with equal probability at each step.

- If the next voxel is pore, the radical moves there.
- If it is solid, the radical recombines with probability $p_r$. With probability $p_m$ it attempts abstraction, which succeeds if the methyl group on that face is still present and removes both radical and methyl. Otherwise the radical stays in voxel $i$.
- If the hop leads out of the top surface, the radical escapes. If it leads into the floor, the radical stays.

Every solid face next to an accessible pore initially carries one methyl. The number of such faces at voxel $i$ is $s_i$, and $s$ is their number per film voxel, solid voxels included. Let $b_i=1$ in the top layer and $b_i=0$ elsewhere.

The model omits radical reactions in the gas, second-order wall recombination, site regeneration and changes of the pore structure. It also omits methyl loss caused by ions and ultraviolet light, which can contribute in a real plasma. Methyl removal is treated as a single event that consumes one radical; in a real film it can pass through intermediates and consume several radicals, which changes the strength of this sink.

The hop time $\tau$ can be tied to gas kinetics. At number density $n$ a voxel holds $na^3$ radicals, of which one sixth strike a given face of area $a^2$ per step. The wall flux is therefore $na/(6\tau)$. Equating it to the kinetic flux $nv/4$, with $v$ the mean thermal speed, gives $\tau=2a/(3v)$. This matches the collision rate; it does not make lattice hops reproduce ballistic flights inside a pore.

## From walks to a dose equation

Let $c_i(t)$ be the mean number of radicals in voxel $i$, $c_0(t)$ the corresponding occupancy in the plasma reservoir, and $\theta_f(t)$ the probability that the methyl on face $f$ survives. Counting arrivals and departures gives

$$
c_i(t+1)-c_i(t)=\frac16\Big[\sum_j(c_j-c_i)+b_i(c_0-c_i)\Big]-\frac{c_i}{6}\sum_{f\in i}(p_r+p_m\theta_f),
$$

where $j$ runs over neighbouring accessible pores. The product $c_i\theta_f$ is a mean-field closure: it neglects the correlation between a radical's presence and the state of a particular face. One radical can return to the same voxel many times, so its hits are clustered. The closure requires that the probability of abstraction from a given face, summed over the returns of one radical, be small.

Within the closure,

$$
\theta_f(t+1)-\theta_f(t)=-\frac{p_m}{6}c_i(t)\theta_f(t).
$$

For $p_mc_i/6\ll1$, the product of the survival factors $1-p_mc_i/6$ becomes an exponential:

$$
\theta_f=e^{-U_i},\qquad U_i=\frac{p_m}{6}\sum_t c_i(t).
$$

The reservoir dose is defined in the same way, $F=(p_m/6)\sum_t c_0(t)$.

Now multiply the radical balance by $p_m$ and sum over time, from an empty film until all radicals have gone. The left side telescopes to zero. The hopping terms become differences of $U$, and the recombination term becomes $s_ip_rU_i$. For the abstraction term, the equation for $\theta_f$ gives

$$
\sum_t\frac{p_m}{6}c_i\theta_f=1-\theta_f=1-e^{-U_i}.
$$

One factor $p_m$ remains from the multiplication, so

$$
\sum_j(U_j-U_i)+b_i(F-U_i)=s_i\big[p_rU_i+p_m(1-e^{-U_i})\big].\tag{1}
$$

Time has disappeared. Within mean field the final methyl profile depends on the accumulated dose and not on the pulse shape, provided that the radicals left in the film are followed to their end. No quasi-steady assumption was used.

Summing (1) over all voxels cancels the internal links in pairs. Division by $p_m$ then gives the radical ledger: the number entering minus the number escaping equals the sum of

$$
N_{\rm rec}=\frac{p_r}{p_m}\sum_i s_iU_i,\qquad
N_{\rm abs}=\sum_i s_i(1-e^{-U_i}).\tag{2}
$$

## The two discrete algorithms

**Random walks.** Each of the $N_{\rm top}$ top pore voxels receives $\sum_tc_0/6=F/p_m$ radicals, so the number to launch is

$$
N=N_{\rm top}F/p_m.
$$

Launch sites are drawn uniformly from the top pore voxels. For a uniform random number $r$ in $[0,1)$, the integer part of $6r$ selects the direction. The fractional part is again uniform and independent of the direction, so it can decide the wall reaction. Many radicals may be advanced together. If two of them attempt to take the same methyl in one step, one succeeds and the other stays. A radical that ends is replaced until $N$ have been launched, and the remaining ones are then followed until none is left.

The expected work follows from the definition of $U_i$: the total number of radical steps is $\sum_{i,t}c_i=(6/p_m)\sum_iU_i$. In the continuum regime at fixed $F$, $p_r/p_m$ and film area, the sum of $U_i$ grows with the penetration length, which is proportional to $p_m^{-1/2}$. The work therefore grows as $p_m^{-3/2}$.

**Network equation.** Write (1) as $R(U)=0$, with

$$
R_i=(LU)_i-b_iF+s_i[p_rU_i+p_m(1-e^{-U_i})].
$$

Here $L$ is the graph Laplacian including the bonds to the reservoir. Newton's method solves $J\delta=-R$ with

$$
J=L+{\rm diag}\big[s_i(p_r+p_me^{-U_i})\big].
$$

For any vector $x$, $x^TLx=\sum_{\rm links}(x_i-x_j)^2+\sum_ib_ix_i^2$. This is positive for $x\ne0$ because every accessible cluster reaches the top. Thus $J$ is symmetric and positive definite, and conjugate gradients apply. Its off-diagonal elements are not positive, so its inverse has no negative elements.

This gives convergence from $U=0$ in exact arithmetic. Initially $R_i=-b_iF\le0$, so $\delta=-J^{-1}R\ge0$. Each $R_i$ is concave in $U$, because the second derivative of its nonlinear term is $-s_ip_me^{-U_i}\le0$. Hence $R(U+\delta)\le R(U)+J\delta=0$, and the next correction is again non-negative. The iterates rise.

They are also bounded by $F$. For the uniform vector $U_i=F$ the residual is non-negative. By the mean-value theorem, the difference between that residual and $R(U)$ is a matrix of the same type as $J$ acting on $F-U$. Since the difference is non-negative, so is $F-U$. A rising bounded sequence converges; its corrections tend to zero, and so does $R=-J\delta$.

## The diffusion-reaction limit

Suppose that $U$ changes little over the correlation length of the pore structure. The local average of $s_if(U_i)$ is then $sf(U)$ to leading order, and the network carries a mean flux $-\sigma U'$. The relative conductivity $\sigma$ is found by solving $LU=b$ with inert walls and a sink below the film, then dividing the current per area by minus the mean interior gradient. For an open lattice $\sigma=1$.

In a thin layer, flux in minus flux out equals the loss, so $(\sigma U')'=s[\ldots]$ and

$$
\sigma U''=s\big[p_rU+p_m(1-e^{-U})\big],\qquad U(0)=F,\quad U(\infty)=0.\tag{3}
$$

To restore dimensions, replace $U''$ by $a^2U''$. The same averaging of the inert time-dependent balance gives $\phi\,\partial_tc=(\sigma/6)c''$. The walk diffusivity is therefore $D=\sigma/(6\phi)$, with $\phi$ counting the volume that stores radicals.

Multiply (3) by $2U'$. The left side is $\sigma[(U')^2]'$, and the right side is the derivative of $s[p_rU^2+2p_m(U-1+e^{-U})]$. Both $U$ and $U'$ vanish at depth, so the integration constant is zero:

$$
(U')^2=\frac{s}{\sigma}\big[p_rU^2+2p_m(U-1+e^{-U})\big]\equiv g(U)^2.\tag{4}
$$

Exposure falls with depth, so $U'=-g(U)$ with $g>0$. Half of the methyls survive where $U=\ln2$, at the depth

$$
z_h=\int_{\ln2}^{F}\frac{du}{g(u)}\qquad(F>\ln2).\tag{5}
$$

### Limiting cases

**Recombination alone.** If abstraction is ignored as a radical sink, (3) is linear and

$$
U=Fe^{-z/\lambda_r},\qquad \lambda_r=\sqrt{\sigma/(sp_r)}.
$$

Even then methyl survival is the exponential of an exponential, not a single exponential. The corresponding half-loss depth is $\lambda_r\ln(F/\ln2)$. It exceeds (5) when $p_m>0$, because the omitted term in $g$ is positive.

**Deep tail.** For $U\ll1$, $U-1+e^{-U}\simeq U^2/2$. Equation (4) then gives exponential decay with length $\lambda_t=\sqrt{\sigma/[s(p_r+p_m)]}$. Nearly all methyls are present there, and both sinks act.

**No recombination.** For $p_r=0$ and large $u$, $g\simeq\sqrt{2sp_mu/\sigma}$, so

$$
z_h\simeq\sqrt{\frac{2\sigma F}{sp_m}}.
$$

The error in $1/g$ decays as $u^{-3/2}$, which is integrable, so the error in depth stays bounded while the depth grows. Radicals cross a stripped region and are consumed at its edge. At $F=10^5$ the integral is 0.9996 of this law.

**Large dose with recombination.** Differentiating (5) with respect to its upper limit gives

$$
\frac{dz_h}{d\ln F}=\frac{F}{g(F)}=\lambda_r\left[1+\frac{2p_m}{p_r}\frac{F-1+e^{-F}}{F^2}\right]^{-1/2}.\tag{6}
$$

This tends to $\lambda_r$: each further factor $e$ in dose adds one recombination length. The fraction in (6) equals $\int_0^1(1-t)e^{-Ft}dt$, which decreases with $F$, so the logarithmic slope rises steadily towards $\lambda_r$. The two large-$F$ terms in (4) are equal at $F_*=2p_m/p_r$, which marks the crossover between the square-root and logarithmic regimes. The square-root regime is visible if $F_*\gg1$.

## Worked example

Round model parameters are used: $a=1$ nm, nominal porosity 0.5, film depth 64 nm, width 32 nm, $p_r=0.0005$, $p_m=0.002$ and $F=8$. This dose equals $F_*$. The random sample has $\phi=0.4878$, $s=1.4385$ and $\sigma=0.1017$. Thus

$$
D=\frac{0.1017}{6(0.4878)}=0.0347\ {\rm nm^2\ per\ step}.
$$

The sideways mean square displacement of inert walkers gives 0.0346 in the same unit. The reaction lengths are

$$
\lambda_r=\sqrt{\frac{0.1017}{1.4385(0.0005)}}=11.9\ {\rm nm},\qquad
\lambda_t=\sqrt{\frac{0.1017}{1.4385(0.0025)}}=5.3\ {\rm nm}.
$$

There are 533 top pore voxels, so $N=533(8)/0.002=2\,132\,000$. Per film area this is 2082 nm$^{-2}$, or $2.08\times10^{17}$ cm$^{-2}$. About 97.6% of these radicals escape through the top surface. Of the rest, 23.4 per nm$^2$ of film area recombine and 27.2 per nm$^2$ remove one methyl each. The methyl loss equals the initial content of a layer $27.2/1.4385=18.9$ nm thick.

The half-loss depth is 17.8 nm from the walks, 17.9 nm from (1) and 17.0 nm from (5). Ignoring the abstraction sink gives

$$
11.89\,\ln(8/\ln2)=29.1\ {\rm nm},
$$

which is 1.63 times the walk result. Abstraction is thus not a passive marker of radical exposure at these parameters; it shapes the exposure.

Equation (6) also gives the effect of more dose. At $F=8$ the square bracket is $1+8(7.000)/64=1.875$, and the slope is $11.89/\sqrt{1.875}=8.7$ nm. Since the slope rises towards 11.9 nm, the continuum model predicts that doubling the dose adds between $8.7\ln2=6.0$ nm and $11.9\ln2=8.2$ nm.

## Error analysis

**Closure and sampling.** The walks and the network equation use the same voxels, so their difference contains no coarse-graining error. The root-mean-square difference in layer survival is 0.0053. A layer has on average $1.4385(32)^2=1473$ faces. If faces were independent, the standard deviation at half loss would be $\sqrt{0.25/1473}=0.013$; it is smaller where survival is near zero or one, and its root mean square over all 64 layers, the value to compare with 0.0053, is 0.0066. The observed difference is therefore within the sampling scale, and no closure error is resolved in the profile.

The ledger (2) is a second check. The walks remove 27,849 methyls, against 27,867 predicted. They give 23,951 recombinations, against 23,614, an excess of 1.4% relative to the prediction. For independent events the standard deviation would be $\sqrt{23\,614}\simeq154$, so the excess is about 2.2 standard deviations. One run does not decide whether this is chance or a small closure error.

**Coarse graining.** The half-loss depth from the network is 5.8% larger than the continuum value, relative to the latter. This figure belongs to one sample: five other random samples of the same size and porosity give about 2% to 7%, with $\sigma$ between 0.104 and 0.109. Part of this may come from the entrance. The flux per film area through the top bonds is $q=\phi_0(F-\bar U_1)$, where $\phi_0=533/1024=0.52$ and $\bar U_1$ is the mean over the top pores. The drop from the reservoir to the first layer is thus $q/0.52=1.9q$, whereas the bulk drop per voxel is $q/\sigma=9.8q$. The mean drop across the entrance bonds thus equals that across only $1.9/9.8=0.2$ voxel of bulk film.

The first layer is centred at $z=0.5$ nm. Extrapolating its mean exposure upward with the bulk gradient gives the value $F$ at about $z=0.3$ nm, below the nominal surface. This is only an estimate, because the flux is unevenly shared among the top pores. The actual depth difference is 1.0 nm. The inert potential used to find $\sigma$ shows a similar shift: its straight interior fit reaches the reservoir value at $z\simeq1.2$ nm. In other samples this offset lies between about 0 and 1.5 nm, and the depth difference follows it roughly, so the remainder largely reflects the pore structure of the individual sample.

Raising both reaction probabilities by a common factor leaves the form of the continuum profile unchanged and shortens all its lengths by the square root of that factor. For factors 16, 4 and 1, the network depths exceed the continuum depths by 17.8%, 8.4% and 5.8%. In this sample the error falls as the reaction length grows. The limit requires only that it vanish for long reaction lengths in large samples, and in other samples of this size the step from factor 4 to factor 1 can raise it. A fixed surface offset would halve the relative error at each stage. The last reduction is smaller, so these data do not establish first-order convergence. In one finite sample, a single $\sigma$ for the whole film need not describe the part that the radicals reach.

With recombination alone, the decay length of the network profile, fitted between depths of 3.5 and 32.5 nm, exceeds that of the continuum by 1.7%. In one random sample this figure depends on the fitted range: it is 3.6% for 3.5 to 19.5 nm and $-0.2$% for 15.5 to 44.5 nm. The floor changes the fitted length by less than 0.2% between 3.5 and 32.5 nm; the comparison allows for it and uses $\cosh[(64\ {\rm nm}-z)/\lambda_r]$ instead of a pure exponential. For the methyl front the floor is unimportant: it lies about 46 nm below the half-loss depth, and the reflected correction is of order $e^{-2(46)/5.3}\sim10^{-8}$.

**Time dependence.** The dose law was tested by integrating the time-dependent continuum equations for pulses of 48,000 and 4000 steps with equal $F$. When the plasma is switched off, the half-loss depths are 16.6 nm and 13.7 nm. After the stored radicals have drained, both are 17.0 nm, and survival agrees with (4) to within 0.0004 at every grid point. Radicals still in the film at switch-off can escape, recombine or remove further methyls. In a stripped region, the time scale for recombination alone is

$$
\frac{6\phi}{sp_r}=\frac{6(0.4878)}{1.4385(0.0005)}\simeq4100\ {\rm steps},
$$

comparable with the short pulse; escape shortens the stay. A profile recorded at switch-off misses the methyls that the stored radicals have yet to remove. In this numerical test it therefore violates the dose law, although the final profile obeys it.

The pulses were chosen to expose this effect, not to represent a plasma process. For $v\simeq700$ m/s the hop time $\tau=2a/(3v)$ is about 1 ps, so 4100 steps last only about 4 ns. The short pulse also requires six radicals per nm$^3$ in the reservoir, far more than a low-pressure gas contains. For exposures of milliseconds or longer, the radicals stored in the pores of this model contribute negligibly to the dose.

## Where the result fails

Equation (3) loses its basis when $\lambda_t$ approaches the pore correlation length, or near the percolation threshold, where that length becomes large. Equation (1) can still be used on a given network in these cases if its mean-field closure holds. If $p_m$ is so large that one radical is likely to strip a face during its repeated returns, the walks themselves are needed.

Dose equivalence fails for a different reason if radicals recombine in pairs or if methyl groups are restored during exposure. The loss is then no longer linear in $c$, or survival is no longer a function of $\sum_tc_i$, and the time integration leading to (1) does not close. A repair treatment applied after the radicals have gone does not affect that derivation: the profile $1-e^{-U}$ is its initial distribution of missing methyls.

The numerical output below gives the survival profiles by depth for the three calculations.

## Calculated quantities

```
film depth, width: 64, 32 nm; voxel edge 1 nm
nominal porosity: 0.5; open fraction: 0.4979
accessible porosity phi: 0.4878
p_rec, p_abs per wall hit: 0.0005, 0.002; dose F: 8.0
wall faces per film voxel s: 1.4385
relative conductivity sigma: 0.1017
D = sigma/(6 phi): 0.03474 nm^2 per step
D from mean square displacement: 0.03459 nm^2 per step
recombination length lambda_r: 11.89 nm
decay length, network/formula: 1.0174
top pore voxels: 533; radicals launched: 2132000
entering radicals per film area: 2082.0 nm^-2 = 2.082e+17 cm^-2
mean steps per radical: 46.2
escaped fraction: 0.9757
recombined: 23951; network equation: 23614
methyls abstracted: 27849; network equation: 27867
methyls lost per film area: 27.20 nm^-2
methyl survival: depth (nm), walks, network equation, continuum
    0.5  0.0008  0.0004  0.0005
    5.5  0.0139  0.0137  0.0173
   10.5  0.0895  0.1048  0.1368
   15.5  0.3536  0.3437  0.4111
   20.5  0.6511  0.6440  0.6900
   25.5  0.8340  0.8276  0.8614
   30.5  0.9187  0.9274  0.9427
   40.5  0.9906  0.9875  0.9910
   50.5  0.9966  0.9982  0.9986
rms survival difference, walks-network: 0.0053
rms survival difference, walks-continuum: 0.0262
half-loss depth, walks: 17.83 nm
half-loss depth, network equation: 17.94 nm
half-loss depth, continuum: 16.96 nm
half-loss depth, abstraction sink ignored: 29.08 nm
both p times factor: network depth, continuum depth (nm), rel. error
  16  4.99  4.24  +0.1780
   4  9.19  8.48  +0.0838
   1  17.94  16.96  +0.0582
pulse length (steps): half depth at plasma off, after drain (nm)
  48000  16.64  16.96
   4000  13.67  16.96
largest survival error, pulses against dose law: 0.0004
crossover dose 2 p_abs/p_rec: 8.0
square-root law at F=1e5, integral/law: 0.9996
logarithmic law F=1e4 to 1e5, integral/law: 0.99984
```
